# The zero-wavevector term of screened exchange in plane-wave calculations: test program

```python
"""
Result under test (Hartree atomic units): the Fourier transform of
erfc(omega r)/r is v(q) = 4 pi/q^2 (1 - exp(-q^2/(4 omega^2))), it tends to
pi/omega^2 at q = 0, and a plane-wave exchange sum needs this value at q+G = 0.
Leaving it out costs pi/(omega^2 Nk Omega) per cell with two electrons, and
closes the occupied-empty separation by the same amount (full exchange).

Symbols: omega screening parameter, a lattice constant, Omega = a^3 cell volume,
Nk = N^3 number of k points, V0 depth of the separable cosine potential,
alpha fraction of exact exchange in the hybrid.
The reference energy is a real-space integral over the density matrix.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
omega, a, V0, alpha = 0.11, 6.0, 0.5, 0.25
Omega = a**3
M = 6                                   # plane waves -M..M in each direction
m_index = np.arange(-M, M + 1)
v_zero = np.pi / omega**2


def screened(q2):
    return -4 * np.pi * np.expm1(-q2 / (4 * omega**2)) / q2


def bare(q2):
    return 4 * np.pi / q2


# ---------- kernel: closed form against real-space quadrature ----------
r_max = 7.0 / omega                     # erfc(7) is about 4e-23
kernel_rows = []
for q in (0.02, 0.1, 0.3, 1.0):
    integral = quad(lambda r: erfc(omega * r) * np.sin(q * r), 0, r_max,
                    epsabs=1e-12, epsrel=1e-11, limit=400)[0]
    numeric = 4 * np.pi * integral / q
    assert abs(numeric / screened(q * q) - 1) < 1e-8
    kernel_rows.append((q, numeric, screened(q * q), bare(q * q)))
v_zero_numeric = 4 * np.pi * quad(lambda r: r * erfc(omega * r), 0, r_max,
                                 epsabs=1e-12, epsrel=1e-11, limit=400)[0]
assert abs(v_zero_numeric / v_zero - 1) < 1e-9
q_grid = np.linspace(1e-3, 5, 2000)
assert np.all(screened(q_grid**2) < v_zero)
assert np.all(screened(q_grid**2) > 0)

qs, ws = sp.symbols("q omega", positive=True)
series = sp.series(4 * sp.pi * (1 - sp.exp(-qs**2 / (4 * ws**2))) / qs**2,
                   qs, 0, 4).removeO()
expected = sp.pi / ws**2 * (1 - qs**2 / (8 * ws**2))
assert sp.simplify(series - expected) == 0

q_tiny = 1e-8
naive = 4 * np.pi * (1 - np.exp(-q_tiny**2 / (4 * omega**2))) / q_tiny**2
naive_error = abs(naive / v_zero - 1)
stable_error = abs(screened(q_tiny**2) / v_zero - 1)
assert naive_error > 1e-3 and stable_error < 1e-12


# ---------- one-dimensional Bloch states of -V0 cos(2 pi x/a) ----------
def bloch(k):
    H = np.diag(0.5 * (k + 2 * np.pi * m_index / a)**2)
    H -= 0.5 * V0 * (np.eye(2 * M + 1, k=1) + np.eye(2 * M + 1, k=-1))
    return np.linalg.eigh(H)


def supercell_vector(N, j, band):
    """Coefficients on the plane waves of a supercell of N cells."""
    c = bloch(2 * np.pi * j / (a * N))[1][:, band]
    full = np.zeros(N * (2 * M + 1))
    full[j + N * m_index + N // 2 + N * M] = c
    return full


def pair_weights(N, band=None):
    """Squared pair densities against the occupied band, by wavevector.
    band None: mean over occupied states; otherwise the Gamma state 'band'.
    Weights of +Q and -Q are added, since the kernel is even in Q."""
    occupied = [supercell_vector(N, j, 0) for j in np.arange(N) - N // 2]
    if band is None:
        states, norm = occupied, 1.0 / N
    else:
        states, norm = [supercell_vector(N, 0, band)], 1.0
    w = norm * sum(np.correlate(s, o, "full")**2
                   for s in states for o in occupied)
    mid = N * (2 * M + 1) - 1
    folded = w[mid:].copy()
    folded[1:] += w[mid - 1::-1]
    return folded


def exchange_sum(N, weights, kernel, value_at_zero):
    wx, wy, wz = weights
    Q2 = (2 * np.pi * np.arange(len(wx)) / (a * N))**2
    q2 = Q2[:, None, None] + Q2[None, :, None] + Q2[None, None, :]
    q2[0, 0, 0] = 1.0                   # placeholder, overwritten below
    v = kernel(q2)
    v[0, 0, 0] = value_at_zero
    return -(((v @ wz) @ wy) @ wx) / (N**3 * Omega)


k_line = np.linspace(-np.pi / a, np.pi / a, 101)
levels = np.array([bloch(k)[0][:2] for k in k_line])
e1_min, e1_max, e2_min = levels[:, 0].min(), levels[:, 0].max(), levels[:, 1].min()
band_gap = e2_min + 2 * e1_min - 3 * e1_max
assert band_gap > 0                     # one filled band: an insulator

# ---------- real-space reference from the density matrix ----------
N_ref, n_cell = 24, 96
h = a / n_cell
x = h * np.arange(N_ref * n_cell)
psi = []
for j in np.arange(N_ref) - N_ref // 2:
    k = 2 * np.pi * j / (a * N_ref)
    c = bloch(k)[1][:, 0]
    psi.append(c @ np.exp(1j * np.outer(k + 2 * np.pi * m_index / a, x)))
psi = np.array(psi) / np.sqrt(a)
gamma2 = np.abs(psi[:, :n_cell].T @ psi.conj() / N_ref)**2
rows = np.arange(n_cell)
half = N_ref * n_cell // 2
P = np.array([h * gamma2[rows, (rows + i) % len(x)].sum()
              for i in range(half + 1)])
s = h * np.arange(half + 1)
hole_norm = 2 * h * (P.sum() - 0.5 * P[0])
assert abs(hole_norm - 1) < 1e-8        # exchange hole holds one electron
P_of = CubicSpline(s, P)

nodes, gl = np.polynomial.legendre.leggauss(80)
y, wy = 0.5 * (nodes + 1), 0.5 * gl
u = np.linspace(0, 6, 1201)
trap = np.full(len(u), u[1])
trap[0] *= 0.5
trap[-1] *= 0.5
Hy = np.array([2 * np.sum(trap * np.exp(-u**2) * P_of(u * yy / omega))
               for yy in y])
E_sr_real = -2 / np.sqrt(np.pi) / omega**2 * np.sum(wy * y * Hy**3)
F = np.array([2 * h * (np.sum(P * np.exp(-(omega * yy * s)**2)) - 0.5 * P[0])
              for yy in y])
E_lr_real = -2 / np.sqrt(np.pi) * omega * np.sum(wy * F**3)
E_bare_real = E_sr_real + E_lr_real

# ---------- plane-wave sums with and without the zero term ----------
table, bare_error = [], {}
for N in (1, 2, 4, 6, 8):
    w = pair_weights(N)
    with_zero = exchange_sum(N, (w, w, w), screened, v_zero)
    without = exchange_sum(N, (w, w, w), screened, 0.0)
    predicted = v_zero / (N**3 * Omega)
    table.append((N, with_zero, with_zero - E_sr_real,
                  without - E_sr_real, predicted))
    if N >= 4:
        assert abs((without - E_sr_real) / predicted - 1) < 0.02
        assert abs(with_zero - E_sr_real) < 0.02 * predicted
    if N in (4, 8):
        bare_error[N] = exchange_sum(N, (w, w, w), bare, 0.0) - E_bare_real
assert abs(table[-1][2]) < 5e-6
bare_ratio = bare_error[4] / bare_error[8]
assert abs(bare_ratio / 2 - 1) < 0.03   # error falls as 1/N = Nk^(-1/3)


# ---------- exchange part of the occupied-empty separation at Gamma ----------
def gamma_levels(N, value_at_zero):
    w1, w2 = pair_weights(N, 0), pair_weights(N, 1)
    return (exchange_sum(N, (w1, w1, w1), screened, value_at_zero),
            exchange_sum(N, (w2, w1, w1), screened, value_at_zero))


occ_ref, emp_ref = gamma_levels(8, v_zero)
occ_with, emp_with = gamma_levels(4, v_zero)
occ_without, emp_without = gamma_levels(4, 0.0)
shift4 = v_zero / (4**3 * Omega)
gap_ref = emp_ref - occ_ref
gap_with = emp_with - occ_with
gap_without = emp_without - occ_without
assert abs((gap_ref - gap_without) / shift4 - 1) < 0.05
assert abs(emp_without - emp_ref) < 0.05 * shift4
assert abs((occ_without - occ_ref) / shift4 - 1) < 0.05

# ---------- printed numbers ----------
print(f"omega = {omega:.2f} bohr^-1, a = {a:.1f} bohr, Omega = {Omega:.1f} bohr^3")
print(f"V0 = {V0:.2f} hartree, hybrid fraction alpha = {alpha:.2f}")
print(f"pi/omega^2 = {v_zero:.4f} hartree bohr^3")
print(f"same by real-space quadrature = {v_zero_numeric:.4f} hartree bohr^3")
print("q (bohr^-1) | quadrature | closed form | bare (hartree bohr^3)")
for row in kernel_rows:
    print(f"{row[0]:.2f} | {row[1]:.5f} | {row[2]:.5f} | {row[3]:.5f}")
print(f"q = {q_tiny:.0e} bohr^-1: relative error, direct 1-exp = {naive_error:.2e}")
print(f"q = {q_tiny:.0e} bohr^-1: relative error, expm1 = {stable_error:.1e}")
print(f"band gap of the model without exchange = {band_gap:.4f} hartree")
print(f"exchange-hole norm = {hole_norm:.8f} electrons")
print(f"real-space screened exchange = {E_sr_real:.7f} hartree per cell")
print(f"real-space bare exchange = {E_bare_real:.7f} hartree per cell")
print("Full screened exchange (alpha = 1), hartree per cell:")
print("N | E with zero term | its error | error without | pi/(omega^2 Nk Omega)")
for row in table:
    print(f"{row[0]} | {row[1]:.7f} | {row[2]:.2e} | {row[3]:.7f} | {row[4]:.7f}")
for N in (4, 8):
    print(f"bare kernel, zero term dropped, N = {N}: error = "
          f"{bare_error[N]:.6f} hartree per cell")
print(f"ratio of these bare errors = {bare_ratio:.4f}")
print("Exchange parts of levels at Gamma (alpha = 1), hartree:")
print(f"N = 8 with term: occupied {occ_ref:.6f}, empty {emp_ref:.6f}, "
      f"difference {gap_ref:.6f}")
print(f"N = 4 with term: occupied {occ_with:.6f}, empty {emp_with:.6f}, "
      f"difference {gap_with:.6f}")
print(f"N = 4 without: occupied {occ_without:.6f}, empty {emp_without:.6f}, "
      f"difference {gap_without:.6f}")
print(f"hybrid zero term, N = 4: {-alpha * shift4:.6f} hartree per cell"
      f" = {-alpha * shift4 * HARTREE_EV:.4f} eV per cell")
print(f"hybrid gap loss if omitted, N = 4: {alpha * shift4:.6f} hartree"
      f" = {alpha * shift4 * HARTREE_EV:.4f} eV")
print("all assertions hold")
```

It prints:

```
omega = 0.11 bohr^-1, a = 6.0 bohr, Omega = 216.0 bohr^3
V0 = 0.50 hartree, hybrid fraction alpha = 0.25
pi/omega^2 = 259.6358 hartree bohr^3
same by real-space quadrature = 259.6358 hartree bohr^3
q (bohr^-1) | quadrature | closed form | bare (hartree bohr^3)
0.02 | 258.56583 | 258.56583 | 31415.92654
0.10 | 234.56951 | 234.56951 | 1256.63706
0.30 | 117.87956 | 117.87956 | 139.62634
1.00 | 12.56637 | 12.56637 | 12.56637
q = 1e-08 bohr^-1: relative error, direct 1-exp = 2.10e-02
q = 1e-08 bohr^-1: relative error, expm1 = 8.9e-16
band gap of the model without exchange = 0.4355 hartree
exchange-hole norm = 1.00000000 electrons
real-space screened exchange = -0.4853753 hartree per cell
real-space bare exchange = -0.6068662 hartree per cell
Full screened exchange (alpha = 1), hartree per cell:
N | E with zero term | its error | error without | pi/(omega^2 Nk Omega)
1 | -1.3620912 | -8.77e-01 | 0.3253015 | 1.2020174
2 | -0.5291992 | -4.38e-02 | 0.1064283 | 0.1502522
4 | -0.4854520 | -7.67e-05 | 0.0187049 | 0.0187815
6 | -0.4853754 | -4.56e-08 | 0.0055648 | 0.0055649
8 | -0.4853753 | 1.58e-08 | 0.0023477 | 0.0023477
bare kernel, zero term dropped, N = 4: error = 0.117380 hartree per cell
bare kernel, zero term dropped, N = 8: error = 0.059007 hartree per cell
ratio of these bare errors = 1.9893
Exchange parts of levels at Gamma (alpha = 1), hartree:
N = 8 with term: occupied -0.477258, empty -0.099693, difference 0.377565
N = 4 with term: occupied -0.477303, empty -0.099694, difference 0.377609
N = 4 without: occupied -0.458521, empty -0.099694, difference 0.358827
hybrid zero term, N = 4: -0.004695 hartree per cell = -0.1278 eV per cell
hybrid gap loss if omitted, N = 4: 0.004695 hartree = 0.1278 eV
all assertions hold
```
